\section*{Normal electron collisions and T² resistivity on convex and concave Fermi lines}

\section*{The problem}

Electrons in two dimensions occupy one band $\varepsilon_{\mathbf k}$ with a single closed Fermi line that does not cross itself. They scatter from impurities and from one another. Electron-electron collisions are normal: they conserve $\mathbf k+\mathbf p$, with no reciprocal lattice vector added. Such collisions conserve momentum, but the current is a sum of velocities $\mathbf v=\nabla_{\mathbf k}\varepsilon$, which need not be proportional to momentum. The question is whether they add a $T^2$ term to a resistivity that impurities dominate, and how the answer depends on the shape of the Fermi line.

In the algebra $\hbar=e=k_B=1$, the electron charge is $-1$, the area is $\mathcal A$ and the spin degeneracy is 2. A collision takes $\mathbf k,\mathbf p$ to $\mathbf k',\mathbf p'$, with $\mathbf q=\mathbf k-\mathbf k'=\mathbf p'-\mathbf p$. The interaction is a contact repulsion $U$ between opposite spins, in the Born approximation, with rate factor $w=2\pi U^2/\mathcal A^2$. The two final electrons differ in spin, so no final state is counted twice. Impurities relax the odd part of the distribution at a rate $1/\tau(\mathbf k)$, with $\tau$ smooth, positive and even. The vector mean free path is $\boldsymbol\Lambda=\tau\mathbf v$. Quantum interference between impurity and electron-electron scattering lies outside the Boltzmann equation and is left out.

\section*{(a) First-order change of the conductivity}

\textbf{Question.} Find the change of $\sigma_{xx}$ to first order in the electron-electron collision rate.

\textbf{Solution.} Write $f=n+n(1-n)\psi$, with $n$ the Fermi function. To first order $f/(1-f)=(1+\psi)\,n/(1-n)$. The difference between forward and reverse collisions is
\begin{equation}
\Big[\prod_{i}(1-f_i)\Big]\left[\frac{f_{\mathbf k}f_{\mathbf p}}{(1-f_{\mathbf k})(1-f_{\mathbf p})}-\frac{f_{\mathbf k'}f_{\mathbf p'}}{(1-f_{\mathbf k'})(1-f_{\mathbf p'})}\right],
\end{equation}
where $i$ runs over the four states. The two fractions are equal in equilibrium, by energy conservation. The linear part is therefore $F\,(\psi_{\mathbf k}+\psi_{\mathbf p}-\psi_{\mathbf k'}-\psi_{\mathbf p'})$, with $F=n_{\mathbf k}n_{\mathbf p}(1-n_{\mathbf k'})(1-n_{\mathbf p'})$, and
\begin{equation}
(C_{ee}\psi)_{\mathbf k}=\sum_{\mathbf p\mathbf k'\mathbf p'}wF\,\delta_{\mathbf K}\,\delta(E)\,(\psi_{\mathbf k}+\psi_{\mathbf p}-\psi_{\mathbf k'}-\psi_{\mathbf p'}).
\end{equation}
Here $\delta_{\mathbf K}$ and $\delta(E)$ conserve momentum and energy. For impurities $C_i=n(1-n)/\tau$.

The force is $-\mathbf E$, and $\partial n/\partial\varepsilon=-n(1-n)/T$. The steady state obeys
\begin{equation}
(C_i+C_{ee})\psi=-\frac1T\,n(1-n)\,\mathbf v\cdot\mathbf E .
\end{equation}
Without $C_{ee}$ the solution is $\psi_0=-\boldsymbol\Lambda\cdot\mathbf E/T$. The first correction is $-C_i^{-1}C_{ee}\psi_0$. Insert it in the current $\mathbf j=-(2/\mathcal A)\sum\mathbf v\,n(1-n)\psi$ and use $v_x\,n(1-n)\,C_i^{-1}=\Lambda_x$:
\begin{equation}
\delta\sigma_{xx}=-\frac{2}{\mathcal AT}\sum_{\mathbf k}\Lambda_x\,(C_{ee}\Lambda_x)_{\mathbf k}.
\end{equation}
The weight $F\delta_{\mathbf K}\delta(E)$ is unchanged when the two electrons are exchanged, and when initial and final states are exchanged. Averaging over the four positions of the first $\Lambda_x$ gives
\begin{equation}
\delta\sigma_{xx}=-\frac{1}{2\mathcal AT}\sum_{\mathbf k\mathbf p\mathbf k'\mathbf p'}wF\,\delta_{\mathbf K}\delta(E)\,(\Delta\Lambda_x)^2,
\qquad
\Delta\boldsymbol\Lambda=\boldsymbol\Lambda_{\mathbf k}+\boldsymbol\Lambda_{\mathbf p}-\boldsymbol\Lambda_{\mathbf k'}-\boldsymbol\Lambda_{\mathbf p'} .
\label{eq:ds}
\end{equation}
Collisions lower the conductivity to the extent that they change the summed mean free path. For an isotropic tensor $\delta\rho=-\delta\sigma/\sigma_0^2$. If $\tau$ is constant, $\delta\sigma\propto\tau^2$ and $\sigma_0\propto\tau$, so $\delta\rho$ does not depend on $\tau$.

\section*{(b) Separating energies from directions}

\textbf{Question.} Put the four states on the Fermi line inside $\Delta\boldsymbol\Lambda$ and find the coefficient of $T^2$.

\textbf{Solution.} Replace the sums over $\mathbf k,\mathbf k',\mathbf p$ by $\mathcal A^3/(2\pi)^6$ times integrals. Use $d^2k=d\varepsilon\,ds/v$ for $\mathbf k$ and $\mathbf k'$, with $s$ the arc length. At fixed $\mathbf q$ take $\varepsilon_{\mathbf p}$ and $\varepsilon_{\mathbf p+\mathbf q}$ as coordinates of $\mathbf p$; their Jacobian is $|\mathbf v_{\mathbf p}\times\mathbf v_{\mathbf p+\mathbf q}|$. The directions give
\begin{equation}
J_{xx}=\oint\frac{ds}{v}\oint\frac{ds'}{v'}\sum_{\mathbf p}\frac{(\Delta\Lambda_x)^2}{|\mathbf v_{\mathbf p}\times\mathbf v_{\mathbf p+\mathbf q}|},
\label{eq:J}
\end{equation}
where $\mathbf p$ runs over all points for which $\mathbf p$ and $\mathbf p+\mathbf q$ both lie on the Fermi line. Each is a chord of the line equal to $\mathbf q$.

For the energies, let the first electron lose $\omega T$, and measure energies from the Fermi level in units of $T$. From $n(x)[1-n(x-\omega)]=[n(x-\omega)-n(x)]/(e^\omega-1)$ the first electron contributes $\omega/(e^\omega-1)$. The second gains $\omega T$ and contributes the same with $\omega\to-\omega$, which is $\omega/(1-e^{-\omega})$. Hence
\begin{equation}
T^3\int_{-\infty}^{\infty}\frac{\omega^2e^\omega}{(e^\omega-1)^2}\,d\omega
=2T^3\int_0^\infty\frac{2\omega\,d\omega}{e^\omega-1}=\frac{2\pi^2}{3}T^3 ,
\end{equation}
after an integration by parts. Collecting factors,
\begin{equation}
\delta\sigma_{xx}=-\frac{1}{2T}\,\frac{2\pi U^2}{(2\pi)^6}\,\frac{2\pi^2T^3}{3}\,J_{xx}=-\frac{U^2T^2}{96\pi^3}\,J_{xx}.
\label{eq:T2}
\end{equation}
The factor $T^2$ comes from the energy integral, divided by the $T$ in \eqref{eq:ds}. Whether it reaches the resistivity depends on $J$.

\section*{(c) A strictly convex line with inversion symmetry}

\textbf{Question.} Let $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$ and let the line be strictly convex, with positive curvature everywhere. Find $J$ and the limit of $\delta\rho/T^2$ as $T\to0$.

\textbf{Solution.} Consider all chords parallel to $\mathbf q$. By strict convexity their length is a strictly concave function of their sideways offset, zero at both ends. Each length below the maximum thus occurs at two offsets.

One chord equal to $\mathbf q$ runs from $\mathbf k'$ to $\mathbf k$. Inversion gives another, from $-\mathbf k$ to $-\mathbf k'$, with the same displacement. There are no more, so two cases remain:
\begin{align}
\mathbf p=\mathbf k',\ \mathbf p'=\mathbf k:&\quad \Delta\boldsymbol\Lambda=\boldsymbol\Lambda_{\mathbf k}+\boldsymbol\Lambda_{\mathbf k'}-\boldsymbol\Lambda_{\mathbf k'}-\boldsymbol\Lambda_{\mathbf k}=0,\\
\mathbf p=-\mathbf k,\ \mathbf p'=-\mathbf k':&\quad \Delta\boldsymbol\Lambda=0-0=0 .
\end{align}
The first is an exchange of momenta. The second is a head-on collision, where each pair carries no current because $\boldsymbol\Lambda$ is odd. For the longest chord the two cases coincide. Hence $J=0$.

At $T>0$ the states fill a layer of energy width $T$, and the denominator in \eqref{eq:J} can vanish, so the limit needs an argument. On the line, $\mathbf v_{\mathbf p}\parallel\mathbf v_{\mathbf p'}$ requires $\mathbf p'=\mathbf p$ or $\mathbf p'=-\mathbf p$: a short $\mathbf q$ or a longest chord. If $L$ is the Lipschitz constant of $\boldsymbol\Lambda$, pairing the terms of $\Delta\boldsymbol\Lambda$ in two ways gives
\begin{equation}
|\Delta\boldsymbol\Lambda|\le 2L\min(|\mathbf k-\mathbf k'|,\,|\mathbf k-\mathbf p'|).
\end{equation}
Let $N_{\mathbf q}(\omega)=\int d^2k\,\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}-\omega)$, with both states in the layer and $\omega$ now an energy. The phase space is $\int d^2q\int d\omega\,N_{\mathbf q}^2$. The estimates below are in units of the Fermi energy and momentum, up to constants.

\emph{Short $q$.} For $q\gg T$, $N\lesssim T/q$ over a range $T$ of $\omega$. A shell from $q$ to $2q$ has area of order $q^2$ and phase space $q^2\,T\,(T/q)^2=T^3$. There $(\Delta\boldsymbol\Lambda)^2\lesssim q^2$, so all shells below a small $\delta$ add up to $O(\delta^2T^3)$. For $q\lesssim T$ the phase space is $T^3$ up to a logarithm, and $(\Delta\boldsymbol\Lambda)^2=O(T^2)$.

\emph{Near the longest chords.} Let the line and its copy shifted by $\mathbf q$ cross at a small angle $\theta$. For $\theta\gg\sqrt T$, $N\lesssim T/\theta$. Since $q$ falls short of its maximum by about $\theta^2$, the shell from $\theta$ to $2\theta$ has area of order $\theta^2$, and its phase space is again $T^3$. Both $\mathbf k$ and $\mathbf p'$ lie in the overlap region, of size $\theta$, so $(\Delta\boldsymbol\Lambda)^2\lesssim\theta^2$ and the shells again sum to $O(\delta^2T^3)$. For $\theta\lesssim\sqrt T$ the phase space is $T^3$ and $(\Delta\boldsymbol\Lambda)^2=O(T)$.

\emph{Elsewhere} the denominators are bounded below, and $\Delta\boldsymbol\Lambda\to0$ uniformly as the layer shrinks. With the factor $1/T$ of \eqref{eq:ds}, $|\delta\sigma|/T^2\le O(\delta^2)+o(1)$. Since $\delta$ is arbitrary,
\begin{equation}
\lim_{T\to0}\delta\rho/T^2=0 .
\end{equation}

An estimate of the remainder: in the shell at short $q$, thermal energies shift the partner state by about $T/q$ from its head-on position, but only by about $T$ from its exchange position. $\Delta\boldsymbol\Lambda$ vanishes with either $q$ or this shift, so it is of order $q\,(T/q)=T$ for head-on collisions and smaller for exchange. Interchanging $\mathbf k'$ and $\mathbf p'$ maps these head-on collisions onto the shells near the longest chords, which contribute equally. About $\ln(1/T)$ shells contribute alike, which suggests $\delta\rho\sim T^4\ln(1/T)$.

The argument uses inversion symmetry. Without it a convex line still has two chords for each $\mathbf q$, but the second is unrelated to the first, and nothing forces $\Delta\boldsymbol\Lambda=0$.

\section*{(d) A line with a concave part}

\textbf{Question.} Keep inversion symmetry, but let the curvature $\kappa$ be negative on some arc. Decide whether $J$ can still vanish.

\textbf{Solution.} Go once round the line, with unit tangent $\mathbf t$ and outward normal $\mathbf N=\mathbf v/v$ for an electron pocket. The tangent angle changes at the rate $\kappa$ and grows by $2\pi$ in total. Take an angle reached on the concave arc and, as almost every angle allows, not reached at an inflection point. Upward passages through it exceed downward ones by one. There are thus at least three points with this tangent, at least two with $\kappa>0$ and one with $\kappa<0$. Inversion adds three with the opposite tangent.

Near each of these six points lies one short chord $\mathbf q=q\,\mathbf t$. Let $\mathbf k'\to\mathbf k$ be the chord at a point 1 and $\mathbf p\to\mathbf p'$ the chord at a point 2, with the same normal and curvatures of opposite sign. To first order in $q$,
\begin{equation}
\Delta\boldsymbol\Lambda=(\boldsymbol\Lambda_{\mathbf k}-\boldsymbol\Lambda_{\mathbf k'})-(\boldsymbol\Lambda_{\mathbf p'}-\boldsymbol\Lambda_{\mathbf p})
=q\left(\frac{d\boldsymbol\Lambda}{ds}\Big|_1-\frac{d\boldsymbol\Lambda}{ds}\Big|_2\right).
\end{equation}
Since $\boldsymbol\Lambda=\tau v\mathbf N$ and $d\mathbf N/ds=\kappa\mathbf t$, the derivative of $\tau v$ multiplies $\mathbf N$ and drops out of the tangential part:
\begin{equation}
\mathbf t\cdot\Delta\boldsymbol\Lambda=q\,(\tau_1v_1\kappa_1-\tau_2v_2\kappa_2)\neq0 .
\label{eq:short}
\end{equation}
Two terms of opposite sign are subtracted, so they cannot cancel. By continuity $\Delta\boldsymbol\Lambda\ne0$ on an open set of collisions, and $J_{xx}+J_{yy}>0$. The integrand in \eqref{eq:ds} is nowhere negative, so other collisions cannot compensate.

$J$ is also finite for a generic line. For short chords each inverse cross product grows as $1/q$, and $(\Delta\boldsymbol\Lambda)^2\sim q^2$ cancels the product of two. Where two chords merge, at distance $x$ in $\mathbf q$, each inverse cross product grows as $x^{-1/2}$. Their inverted chords merge at the same $\mathbf q$ and have the same difference $\boldsymbol\Lambda_{\mathbf p+\mathbf q}-\boldsymbol\Lambda_{\mathbf p}$. For any two of these chords $(\Delta\boldsymbol\Lambda)^2\sim x$ therefore cancels the product $1/x$, and for a pair with only one of them $x^{-1/2}$ is integrable. More than two chords merge only at isolated $\mathbf q$. Let $\lambda$ be their separation. For three chords the product of two inverse cross products is of order $\lambda^{-4}$ and the area in $\mathbf q$ is of order $\lambda^5$, which is integrable too. Four chords, two and their inverted partners, merge at $\mathbf q=2\mathbf k$ when $\mathbf k$ is an inflection point. There the product is of order $\lambda^{-6}$, but the area is of order $\lambda^6$ and $(\Delta\boldsymbol\Lambda)^2$ of order $\lambda^4$, so the integral again converges. The collision part of the resistivity is then $\delta\rho=AT^2$ at leading order, with $A>0$ (for an anisotropic tensor, in its trace).

\section*{(e) When collisions outpace impurities}

\textbf{Question.} For constant $\tau$, suppose momentum is the one odd quantity that collisions conserve. Does the $T^2$ growth continue when $C_{ee}$ dominates?

\textbf{Solution.} Fast collisions force $\psi=\mathbf k\cdot\mathbf V$, a common drift. Multiply the steady-state equation by $k_x$ and sum: $C_{ee}$ drops out. With $\langle ab\rangle=(2/\mathcal AT)\sum n(1-n)ab$ and $\mathbf E$ along a symmetry axis $x$,
\begin{equation}
\frac{V_x}{\tau}\langle k_x^2\rangle=-\frac{E_x}{T}\langle k_xv_x\rangle
\quad\Rightarrow\quad
\sigma_\infty=\tau\frac{\langle k_xv_x\rangle^2}{\langle k_x^2\rangle}\le\tau\langle v_x^2\rangle=\sigma_0 ,
\end{equation}
by the Cauchy--Schwarz inequality. The resistivity levels off at a value that impurities still set. The $T^2$ law belongs to the regime where the collision rate is well below $1/\tau$.

\section*{(f) A numerical example}

\textbf{Question.} For
\begin{equation}
\varepsilon=E_F\,(k/\kappa_0)^2\,u(\phi)^2,\qquad u=1+\beta\cos4\phi,
\end{equation}
compare $\beta=0.03$ with $\beta=0.20$, at $E_F=1$ eV, $\kappa_0=0.5$ \AA$^{-1}$, $U=20$ eV\,\AA$^2$ and $\hbar/\tau=0.01$ eV, the same for both.

\textbf{Solution.} The Fermi line is $k=\kappa_0/u$, with curvature
\begin{equation}
\kappa=\frac{u+u''}{\kappa_0\,[1+(u'/u)^2]^{3/2}},\qquad u+u''=1-15\beta\cos4\phi .
\end{equation}
The line is convex for $|\beta|<1/15\approx0.067$. At $\phi=0$ the curvature is $0.55/0.5=1.10$ \AA\ for $\beta=0.03$ and $-2/0.5=-4.00$ \AA\ for $\beta=0.20$.

\emph{Short chords.} For $\beta=0.20$ the point $\phi=0.5865$ has the same normal as $\phi=0$ and curvature $+3.58$ \AA. With momenta in $\kappa_0$ and energies in $E_F$, \eqref{eq:short} gives $\mathbf t\cdot\Delta\mathbf v/q=-8.498$. Chords of length $0.01\,\kappa_0$, located numerically, give $-8.497$.

\emph{The coefficient.} By fourfold symmetry the tensor is isotropic. Let $J$ be the mean of $J_{xx}$ and $J_{yy}$ in these reduced units, with $\boldsymbol\Lambda$ replaced by $\mathbf v$. It was found by sampling $\mathbf q$ over the plane, locating all chords by bisection and summing over pairs; the integrand is singular where chords merge, so sampling converges slowly. The error is a few percent for $\beta=0.20$ and may reach 15\% for $\beta=0.10$ and $0.15$.

\begin{center}
\begin{tabular}{lccccc}
$\beta$ & 0.03 & 0.06 & 0.10 & 0.15 & 0.20\\
$J$ & 0 & 0 & 1.0 & 6.5 & 17.1
\end{tabular}
\end{center}

The zeros hold to rounding error. Sampling $\mathbf k$ and $\mathbf k'$ on the line instead gives 17.2 for $\beta=0.20$. A convex line without inversion symmetry, $u=1+0.08\cos3\phi$, gives $J\approx2$, which confirms that convexity alone is not enough.

For $\beta=0.20$ the impurity resistivity, from an integral along the line, is $\rho_0=97.0$ ohm. The reduced interaction is $U\kappa_0^2/E_F=5$, and $E_F\tau/\hbar=100$. With $\hbar/e^2\approx4108$ ohm, \eqref{eq:T2} gives
\begin{equation}
A=\frac{\rho_0^2}{\hbar/e^2}\,\frac{100^2\times5^2\times17.1}{96\pi^3E_F^2}\approx3.3\times10^3\ \mathrm{ohm/eV^2},
\end{equation}
or $0.13\,(h/e^2)$ per eV$^2$.

\emph{Finite temperature.} Here the energies were sampled with their thermal weight and $\Delta\mathbf v$ was taken at the actual states, not on the line.

\begin{center}
\begin{tabular}{cccc}
$\beta$ & $T$ (eV) & $\delta\rho$ (ohm) & $\delta\rho/T^2$ (ohm/eV$^2$)\\
0.03 & 0.005 & $2.1\times10^{-5}$ & 0.83\\
0.03 & 0.010 & $2.4\times10^{-4}$ & 2.4\\
0.03 & 0.020 & $2.8\times10^{-3}$ & 7.0\\
0.20 & 0.0025 & 0.021 & $3.4\times10^3$\\
0.20 & 0.010 & 0.34 & $3.4\times10^3$\\
0.20 & 0.020 & 1.3 & $3.2\times10^3$
\end{tabular}
\end{center}

On the concave line $\delta\rho/T^2$ varies by only about 5\%, comparable to the sampling error. On the convex line it falls steadily on cooling, and at 0.01 eV $\delta\rho$ is more than a thousand times smaller than on the concave one. The convex entries carry a sampling error of up to about 10\%, so the local power of $T$ on the convex line, about 3.5 in both intervals, is uncertain by about 0.15. That is faster than $T^2$, as proved, but below 4. A logarithm lowers the local power, yet these three temperatures do not establish the form $T^4\ln(1/T)$, which remains an estimate.

\emph{Size and regime.} At 0.01 eV (about 116 K) the concave line gains 0.34 ohm on 97 ohm, or 0.35\%. The mean collision rate there is $5.5\times10^{-4}$ eV, 0.055 of the impurity rate, so first order is reasonable. The quantum interference left out at the start is not small here, however. When $T$ is comparable to $\hbar/\tau$, as in this example, it typically changes the conductivity by an amount of order $e^2/h$, and the resistivity by about $\rho_0^2e^2/h\approx0.36$ ohm. This is as large as the collision part at 0.01 eV, and larger than it at 0.0025 eV. The table therefore isolates the collision term of the Boltzmann equation and does not predict the full temperature dependence of a sample. The limits $T\to0$ above are limits of that equation in the same sense. $U$ times the density of states per spin is 0.42, which is not very small, so the Born value of $A$ is a model value. The vanishing of $J$ does not rest on the Born approximation: it holds for any smooth, bounded collision rate.

In this band the density of states is constant and, for constant $\tau$, the impurity conductivity is linear in energy. Thermal smearing then leaves $\rho_0$ unchanged up to exponentially small terms, and the $T^2$ term seen here comes from collisions. In a general band, smearing adds its own term of relative order $(T/E_F)^2$, on convex lines too.

The parameters are round numbers and describe no particular material. In a real metal phonons also scatter electrons at such temperatures, and umklapp collisions or a second Fermi line can bring back a $T^2$ term on convex lines. None of these is included in the numbers above.

Numerical values quoted here were computed with a short program.
